# Do constrained-path and phaseless energies bound the ground state from above?

**The argument under review**

The manuscript compares trial states for auxiliary-field Monte Carlo on Hubbard clusters and ranks them by energy, the lowest being called the best. Its justification runs as follows. Fixed-node diffusion Monte Carlo forbids walkers to cross the nodes of a trial state, and its energy is an upper bound. The constrained-path method forbids determinants to cross the surface of zero overlap with a trial state, and the phaseless method extends this to complex overlaps. A constraint restricts the space available for minimization, so these energies too must lie above the exact one.

The last sentence does not follow. To see what can replace it, one has to ask which quantity each method reports.

**What is reported**

Let $H=K+V$, with $K$ one-body and $V$ the interaction. Auxiliary fields turn a short imaginary-time step $e^{-\tau H}$ into an average of one-body propagators, each of which maps a Slater determinant $\phi$ to another. With a trial state $T$ and importance-sampled weights $w$, the walkers represent

$$\Psi_c=\sum_\phi w_\phi\,\frac{\phi}{\langle T|\phi\rangle},\qquad
E_{\rm mix}={\rm Re}\,\frac{\langle T|H|\Psi_c\rangle}{\langle T|\Psi_c\rangle}.$$

The variational theorem concerns a different number,

$$E_{\rm var}=\frac{\langle\Psi_c|H|\Psi_c\rangle}{\langle\Psi_c|\Psi_c\rangle}\ge E_0 .$$

The two agree if $\Psi_c$ is an eigenstate of $H$ or proportional to $T$. Otherwise $E_{\rm mix}$ has different states on its two sides, and the theorem says nothing about it.

**Why fixed node is protected**

Fixed node also reports a mixed estimate, so its bound needs a reason of its own. Take a real basis $i$ with all $T_i\ne0$. For each pair $i\neq j$ with $T_iH_{ij}T_j>0$, the lattice fixed-node Hamiltonian $H^{\rm eff}$ drops the element $H_{ij}$ and adds $H_{ij}T_j/T_i$ to the diagonal element $ii$. Acting on $T$, the added term gives $(H_{ij}T_j/T_i)T_i=H_{ij}T_j$, which is what was dropped. Hence $H^{\rm eff}T=HT$.

For any real vector $f$, the change in expectation value is a sum over the dropped pairs:

$$\langle f|H^{\rm eff}-H|f\rangle=\sum_{i<j}H_{ij}\left[\frac{T_j}{T_i}f_i^2+\frac{T_i}{T_j}f_j^2-2f_if_j\right].$$

On these pairs $T_j/T_i$ has the sign $\sigma_{ij}$ of $H_{ij}$, so each term is a square,

$$|H_{ij}|\left(\sqrt{|T_j/T_i|}\,f_i-\sigma_{ij}\sqrt{|T_i/T_j|}\,f_j\right)^2\ge0 .$$

If $f$ is the normalized ground state of $H^{\rm eff}$, its eigenvalue obeys $E_{\rm FN}\ge\langle f|H|f\rangle\ge E_0$. The mixed estimate is that same eigenvalue, because $\langle T|H|f\rangle=\langle T|H^{\rm eff}|f\rangle=E_{\rm FN}\langle T|f\rangle$.

The proof uses a symmetric operator acting on the state. The determinant constraint does not supply one. Determinants are overcomplete, so different populations can represent the same $\Psi_c$. They may lose different walkers at the next step, and the constraint is therefore not a function of $\Psi_c$ alone.

**A trial close to the exact state**

Missing a proof is not the same as having a counterexample. One can be constructed near the exact trial, assuming a nondegenerate, real ground state $\Psi_0$.

With $T=\Psi_0$, every walker gives $\langle\Psi_0|H|\phi\rangle/\langle\Psi_0|\phi\rangle=E_0$, so $E_{\rm mix}=E_0$. This does not require $\Psi_c=\Psi_0$. Normalize by $\langle\Psi_0|\Psi_c\rangle=1$ and write $\Psi_c=\Psi_0+\delta$, with $\delta\perp\Psi_0$ and, for the constrained path, real.

Now use $T=\Psi_0+\varepsilon\chi$, with $\chi$ a unit vector orthogonal to $\Psi_0$, and call the new constrained state $\Psi_c'$. Since $\langle\Psi_0|(H-E_0)=0$,

$$E_{\rm mix}-E_0={\rm Re}\,\frac{\varepsilon\langle\chi|H-E_0|\Psi_c'\rangle}{\langle T|\Psi_c'\rangle}.$$

The numerator already carries a factor $\varepsilon$. If the constrained state responds smoothly to the trial, the leading order follows by replacing $\Psi_c'$ with $\Psi_0+\delta$ and the denominator with 1:

$$E_{\rm mix}-E_0=\varepsilon\langle\chi|H-E_0|\delta\rangle+O(\varepsilon^2).$$

Choose $\chi=-\hat\delta$, with $\hat\delta=\delta/\|\delta\|$. Then

$$E_{\rm mix}-E_0\simeq-\varepsilon\,\|\delta\|\,g,\qquad g=\langle\hat\delta|H-E_0|\hat\delta\rangle>0 .$$

The energy falls below $E_0$ whenever $\delta\neq0$. Reversing $\varepsilon$ puts it above. An upper bound that touches $E_0$ at $\varepsilon=0$ cannot have such a linear term.

**Constrained path on a Hubbard triangle**

Take three sites with hopping amplitudes $1$, $0.8$ and $0.5$ on the bonds 0–1, 1–2 and 0–2, two up electrons, one down electron and $U=4$. Energies are in units of the largest hopping $t$ and imaginary times in $1/t$. The space has $3\times3=9$ states, and diagonalization gives $E_0=-1.07397$, with the next level 0.49 higher.

The interaction is decoupled by a field $x=\pm1$ on each site:

$$e^{-\tau Un_\uparrow n_\downarrow}=\tfrac12e^{-\tau U(n_\uparrow+n_\downarrow)/2}\sum_{x=\pm1}e^{\gamma x(n_\uparrow-n_\downarrow)},\qquad\cosh\gamma=e^{\tau U/2}.$$

An empty site gives 1 on both sides. A singly occupied site gives $e^{-\tau U/2}\cosh\gamma=1$, and a doubly occupied one $e^{-\tau U}$. All propagators are real.

Each step places the fields between two half steps of hopping. The overlaps $O_c$ with $T$ are computed for all eight field settings and negative ones are set to zero. One setting is drawn in proportion to what remains, and the weight is multiplied by $\sum_c\max(O_c,0)/(8O_{\rm old})$. The runs use 4000 walkers and $\tau=0.05$, and error bars come from block averages.

A first run with $T=\Psi_0$ gives $\|\delta\|=0.0170$. This is the norm of a sampled vector, which noise biases upward, and the noise-free value may be lower by some 0.003. Its direction, sampling noise included, then defines two fixed trials, $\Psi_0\mp0.05\,\hat\delta$ up to normalization. Each has overlap 0.99875 with the exact state.

The size of the effect can be predicted. The variational energy of the minus trial is $-1.07157$, higher than $E_0$ by 0.00240. For a normalized admixture this excess is $\varepsilon^2g/(1+\varepsilon^2)$, so $g=0.00240\times1.0025/0.0025\approx0.962$. The predicted slope is $\|\delta\|g\approx0.0170\times0.962\approx0.0164$, with a sampling error of 0.0012. At $\varepsilon=0.05$ this means a shift of about 0.0008.

Relative to $E_0$, the results are:

- constrained path, minus trial: $-0.00083\pm0.00012$;
- constrained path, plus trial: $+0.00088\pm0.00007$;
- variational energy of the constrained state from the minus-trial run: $+0.00029$;
- lattice fixed node, minus trial: $+0.00062$.

The first value is below exact by seven standard errors. The two signs of $\varepsilon$ give a slope of $(0.00088+0.00083)/0.10\approx0.017$, in agreement with the prediction. The first and third entries come from the same walkers: the state they represent obeys the variational theorem, while the energy reported from it does not.

The finite time step also affects an unconstrained projection. Diagonalizing the one-step propagator and taking the mixed energy of its dominant state with the minus trial gives a shift of only $-0.00001$. The violation is therefore not the ordinary splitting error of the propagator.

The time step may still enter through the constraint, which is applied once per step. At $\tau=0.025$ the violation is $-0.00058\pm0.00010$. Extrapolating the two values linearly in $\tau$ leaves about $-0.0003\pm0.0002$, which is only 1.4 standard errors from zero. If missed crossings between steps produce an error proportional to $\sqrt\tau$, which is plausible but not established here, the extrapolated value is closer still to zero, with a larger uncertainty. The data thus show that the constrained-path algorithm, as run at these time steps, gives no upper bound. They do not decide the limit $\tau\to0$ for this triangle.

**Phaseless method on a dimer**

For the phaseless method the continuous-time limit can be treated analytically. Consider two electrons of opposite spin on two sites, with hopping $t$ and site energies $\pm\Delta/2$. Let $m=(n_1-n_2)/2$. A doubly occupied site means $m=\pm1$, and one electron on each site means $m=0$. Hence

$$H=-t\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+{\rm h.c.})+\Delta m+Um^2 .$$

The trial puts both electrons in the bonding orbital $(1,1)/\sqrt2$. A walker has both electrons in one orbital $(a,b)$. Define $p=a+b$, $r=a-b$ and $s=r/p$. The walker has components $a^2,\sqrt2ab,b^2$ on the singlet states with two, one and no electrons on site 1, and the trial has components $\tfrac12,\tfrac1{\sqrt2},\tfrac12$. Therefore

$$\langle T|\phi\rangle=\frac{p^2}{2},\qquad
\frac{\langle T|m|\phi\rangle}{\langle T|\phi\rangle}=\frac{a^2-b^2}{p^2}=s,\qquad
\frac{\langle T|m^2|\phi\rangle}{\langle T|\phi\rangle}=\frac{a^2+b^2}{p^2}=\frac{1+s^2}{2}.$$

The trial is an eigenstate of the hopping with energy $-2t$, so the local energy is

$$E_L(s)=-2t+\Delta s+\tfrac U2(1+s^2).$$

*The walk.* The interaction step is a Gaussian average over $x$, $e^{-\tau Um^2}=\langle e^{i\sqrt{2U\tau}\,xm}\rangle_x$. Since $\langle T|m|T\rangle=0$, no mean-field background has to be subtracted. The usual force bias replaces $x$ by $x-\bar x$, with $\bar x=-i\sqrt{2U\tau}\,s$. The propagator becomes $e^{cm}$, where, with $dW=\sqrt\tau\,x$ and $d\tau=\tau$,

$$c=i\sqrt{2U}\,dW-2Us\,d\tau .$$

It multiplies $a$ by $e^{c/2}$ and $b$ by $e^{-c/2}$. With $h=\tanh(c/2)$ this gives

$$s\to\frac{s+h}{1+sh}=s+(1-s^2)h-s(1-s^2)h^2+\dots$$

To order $d\tau$, $h=c/2$ and $h^2=-(U/2)d\tau$. The drift $-Us(1-s^2)$ from the linear term and $+\frac U2s(1-s^2)$ from the quadratic one add to $-\frac U2s(1-s^2)$.

The one-body part gives $\dot p=tp-\frac\Delta2r$ and $\dot r=-tr-\frac\Delta2p$, hence $\dot s=-2ts-\frac\Delta2(1-s^2)$. Altogether

$$ds=i\sqrt{\tfrac U2}(1-s^2)dW-\left[2ts+\tfrac\Delta2(1-s^2)+\tfrac U2s(1-s^2)\right]d\tau .$$

*The weight.* In the interaction step the logarithm of the overlap ratio is $sc+(1-s^2)c^2/4$, and the force bias contributes $x\bar x-\bar x^2/2=-i\sqrt{2U}s\,dW+Us^2d\tau$. The noise terms cancel, and the rest is

$$\left[-2Us^2-\tfrac U2(1-s^2)+Us^2\right]d\tau=-\tfrac U2(1+s^2)d\tau .$$

The one-body part adds $2\dot p/p\,d\tau=(2t-\Delta s)d\tau$. The complete weight factor is thus $e^{-E_Ld\tau}$, with complex $E_L$. The phaseless method keeps $e^{-{\rm Re}E_L\,d\tau}$ and multiplies it by the cosine of the overlap's phase change, set to zero if negative. That phase change is $\sqrt{2U}\,{\rm Re}(s)\,dW$ to leading order, so the cosine removes weight at the rate $U({\rm Re}\,s)^2$.

**The weak-coupling error**

At $U=0$ the walker settles at the fixed point $2ts_0+\frac\Delta2(1-s_0^2)=0$:

$$s_0=\frac{2t-\lambda}{\Delta},\qquad\lambda=\sqrt{4t^2+\Delta^2},\qquad1-s_0^2=-\frac{4ts_0}{\Delta}.$$

Linearizing the drift there gives the rate $2t-\Delta s_0=\lambda$. For small $U$ put $s=s_0+u+iy$. The imaginary part obeys $dy=\sqrt{U/2}(1-s_0^2)dW-\lambda y\,d\tau$, so

$$\langle y^2\rangle=\frac{U(1-s_0^2)^2}{4\lambda}=\frac{4Ut^2s_0^2}{\lambda\Delta^2}.$$

The real part shifts at order $U$. Because ${\rm Re}\,s^2$ contains $-y^2$, the stationary mean satisfies

$$\lambda\langle u\rangle=-\tfrac\Delta2\langle y^2\rangle-\tfrac U2s_0(1-s_0^2).$$

Correlations between the weights and ${\rm Re}\,E_L$ enter at order $U^2$, since both fluctuate in their real parts at order $U$. With $-2t+\Delta s_0=-\lambda$,

$$E_{\rm ph}=-\lambda+U\left[\frac{1+s_0^2}2+\frac{2ts_0^2}\lambda-\frac{2t^2s_0^2}{\lambda^2}\right]+O(U^2).$$

The exact energy to this order is $-\lambda+U\langle m^2\rangle$ in the noninteracting ground state. Its site probabilities per electron are $\frac12(1\pm\Delta/\lambda)$, so $\langle m^2\rangle=\frac12(1+\Delta^2/\lambda^2)=1-2t^2/\lambda^2$.

To compare, use $\Delta^2=(\lambda-2t)(\lambda+2t)$. It gives $s_0^2=(\lambda-2t)/(\lambda+2t)$ and $(1+s_0^2)/2=\lambda/(\lambda+2t)$. Then

$$\frac{1+s_0^2}2+\frac{2ts_0^2}\lambda+\frac{2t^2s_0^2}{\lambda^2}
=\frac{\lambda^3+2t\lambda^2-2t^2\lambda-4t^3}{\lambda^2(\lambda+2t)}=1-\frac{2t^2}{\lambda^2},$$

because the numerator factors as $(\lambda^2-2t^2)(\lambda+2t)$. The exact coefficient thus has $+2t^2s_0^2/\lambda^2$ where the phaseless one has $-2t^2s_0^2/\lambda^2$:

$$E_{\rm ph}-E_0=-\frac{4Ut^2s_0^2}{\lambda^2}+O(U^2).$$

For $U>0$ and $\Delta\ne0$ the leading error is negative.

The missing energy is that of the discarded phase. To leading order ${\rm Im}\,E_L=\Delta y$, a Gaussian variable with correlation time $1/\lambda$. Averaging $e^{-i\int{\rm Im}E_Ld\tau}$ makes the total weight decay faster, which raises the energy by

$$\int_0^\infty\Delta^2\langle y(0)y(\tau)\rangle d\tau=\frac{\Delta^2\langle y^2\rangle}\lambda=\frac{4Ut^2s_0^2}{\lambda^2}.$$

This is the amount by which the phaseless result is too low. The cosine does not restore it at this order: to leading order it removes weight from all walkers at the same rate $Us_0^2$, and a common factor cancels in the mixed energy.

This leading error vanishes in two limits. For $\Delta\ll t$, $s_0\simeq-\Delta/4t$ and the error is $-U\Delta^2/16t^2$. For $\Delta\gg t$, $s_0\to-1$ and it is $-4Ut^2/\Delta^2$. At $\Delta=0$ a walk started at $s=0$ stays on the imaginary axis, $E_L$ is real, and no phase is discarded. This does not make the method exact. Where $p=0$ the overlap vanishes and the force bias diverges, so in continuous time walkers cannot pass this point, although the unconstrained walk does. With $s=i\tan\theta$ the unconstrained walk is a diffusion on a circle, $d\theta=\sqrt{U/2}\,dW-t\sin2\theta\,d\tau$, and the overlap $\propto\cos^2\theta$ touches zero at $\theta=\pi/2$ without changing sign. Blocking this point makes it absorbing. Positive weight is lost, and the energy is raised. The drift suppresses visits to $\theta=\pi/2$ by about $e^{-4t/U}$, so the bias is tiny at weak coupling and grows quickly. Solving the diffusion problem with and without the absorbing point gives about $+0.0008t$ at $U=t$, $+0.02t$ at $U=2t$ and $+0.2t$ at $U=4t$. At a finite step with the exact importance weight a walker can jump across, and the step is unbiased on average. Such crossings are rare and carry large weights, however, so a finite population undersamples them.

**Numbers for the dimer**

Take $t=1$ and $\Delta=2$. Then $\lambda=2.828$, $s_0=-0.4142$, and the predicted error per unit $U$ is $-4(0.1716)/8.00=-0.0858$. A simulation with 1000 walkers and time step 0.02, with the modulus of the force-bias shift capped at 1, gives $-0.0854\pm0.0008$ at $U=0.05$. The exact reference is the lowest eigenvalue of the $3\times3$ singlet matrix.

At $U=1$ the exact energy is $-2.1413$ and the phaseless energy $-2.1953\pm0.0005$. The result is too low by 0.054, or 2.5 per cent of $|E_0|$. Halving the time step gives $0.055\pm0.001$, so the violation does not fade as the step is reduced. It is smaller than the 0.086 of the linear law, which shows that higher orders in $U$ matter here. The trial's own variational energy is $-1.5000$, far above exact: a poor trial has produced an energy that is too low.

With $\Delta=0$ and $U=1$ the simulation gives $-1.5615\pm0.0007$, against an exact $-1.5616$.

**What the manuscript can claim**

The ranking of trials by lowest energy should be withdrawn. On the dimer at $U=1$, it would prefer the bonding trial, at $-2.195$, to the exact ground state used as trial, which returns $-2.141$. The sign of the error is not fixed in general either: on the triangle it changes with the sign of a small admixture.

The energies remain useful as estimates whose quality has to be judged by other means, such as exact results on small clusters or the response to a change of trial. If a bound is required, the expectation value of $H$ must be evaluated with the same state on both sides, or a method with its own proof, such as lattice fixed node, must be used. A mixed energy below a reference value is not by itself evidence that the reference is too high.
